# Why interdiffusion raises a quantum-well level quadratically at first: a numerical check

```python
"""Interdiffusion of a square quantum well with constant mass.

Result under test: the ground level of a well of depth V0 and half-width a,
whose interfaces are smeared to error functions of diffusion length
Ld = sqrt(D t), is
    E(Ld) = E0 + c2 Ld^2 - c3 Ld^3 + O(Ld^4),
    c2 = 2 V0 |rho'(a)|,
    c3 = (16 sqrt2 / (3 sqrt pi)) (m/hbar^2) V0^2 rho(a),
where rho is the normalized ground-state density of the sharp well.
Energies are in eV from the original well bottom, lengths in angstrom,
masses in electron masses. C = hbar^2/(2 m_e) in eV angstrom^2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf, ive

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
BOX = 320.0  # half-length of the computing box, angstrom


def barrier_fraction(z, a, Ld):
    """Diffused profile: 0 in the well material, 1 in the barrier."""
    w = 2 * max(Ld, 1e-6)
    return 1 - 0.5 * (erf((z + a) / w) - erf((z - a) / w))


def grid(h):
    n = int(round(BOX / h))
    return (np.arange(n) + 0.5) * h, np.arange(n + 1) * h


def solve(V, mass_faces, h, odd=False):
    """Lowest even (or odd) level on the half line, finite volumes."""
    t = C / (mass_faces * h**2)
    diag = V + t[:-1] + t[1:]
    diag[0] += t[0] if odd else -t[0]
    val, vec = eigh_tridiagonal(diag, -t[1:-1], select='i',
                                select_range=(0, 0))
    psi = vec[:, 0] / np.sqrt(2 * h * np.sum(vec[:, 0]**2))
    return val[0], psi * np.sign(psi[np.argmax(abs(psi))])


def constant_mass(V0, m, a, Ld, h=0.05, odd=False):
    z, faces = grid(h)
    return solve(V0 * barrier_fraction(z, a, Ld),
                 np.full(faces.size, m), h, odd)


def diffused_level(V0, m, a, Ld):
    """Level of the smooth well, extrapolated to zero grid step."""
    coarse = constant_mass(V0, m, a, Ld, 0.1)[0]
    fine = constant_mass(V0, m, a, Ld, 0.05)[0]
    return (4 * fine - coarse) / 3


def sharp_well(V0, m, a):
    """E0, k, kappa, rho(a), rho'(a), c2, c3 from the derived formulas."""
    def match(E):
        k, q = np.sqrt(m * E / C), np.sqrt(m * (V0 - E) / C)
        return k * np.sin(k * a) - q * np.cos(k * a)
    top = min(V0, C / m * (np.pi / (2 * a))**2)
    E0 = brentq(match, 1e-12, top * (1 - 1e-12), xtol=1e-15)
    k, q = np.sqrt(m * E0 / C), np.sqrt(m * (V0 - E0) / C)
    rho = E0 / V0 * q / (1 + q * a)
    slope = -2 * q * rho
    c2 = 2 * V0 * abs(slope)
    c3 = 16 * np.sqrt(2) / (3 * np.sqrt(np.pi)) * m / (2 * C) * V0**2 * rho
    return E0, k, q, rho, slope, c2, c3


# Coefficients extracted from computed levels, for three different wells
wells = [(0.23, 0.067, 40.0), (0.15, 0.067, 30.0), (0.30, 0.10, 25.0)]
nodes = 0.6 * np.arange(1, 6)
fits = []
for V0, m, a in wells:
    E0, k, q, rho, slope, c2, c3 = sharp_well(V0, m, a)
    assert abs(constant_mass(V0, m, a, 0)[0] - E0) < 1e-6
    y = [(diffused_level(V0, m, a, L) - E0) / L**2 for L in nodes]
    p = np.linalg.solve(np.vander(nodes, increasing=True), np.array(y))
    assert abs(p[0] / c2 - 1) < 2e-3, (p[0], c2)
    assert abs(-p[1] / c3 - 1) < 3e-2, (p[1], c3)
    assert abs(c2 / (4 * q**2 * E0 / (1 + q * a)) - 1) < 1e-10
    fits.append((c2, p[0], c3, -p[1]))

# The example well
V0, m, a = wells[0]
E0, k, q, rho, slope, c2, c3 = sharp_well(V0, m, a)
h = 0.05
z, faces = grid(h)

# Interface slope of the density from the computed sharp-well state
dens = constant_mass(V0, m, a, 0)[1]**2
i = int(round(a / h))
slope_num = (dens[i] - dens[i - 1]) / h
assert abs(slope_num / slope - 1) < 3e-3

# Exact derivative identity dE/ds = -integral V' rho', with s = Ld^2
Lx = 5.0
s = Lx**2
dE_diff = (diffused_level(V0, m, a, np.sqrt(s + 1))
           - diffused_level(V0, m, a, np.sqrt(s - 1))) / 2
psi = constant_mass(V0, m, a, Lx)[1]
gauss = lambda u: np.exp(-u**2 / (4 * s)) / np.sqrt(4 * np.pi * s)
dV = V0 * (gauss(z - a) - gauss(z + a))
dE_int = -2 * h * np.sum(dV * np.gradient(psi**2, h))
assert abs(dE_int / dE_diff - 1) < 1e-3

# Density falls away from the centre, and the level keeps rising
for L in (2.0, 10.0, 30.0):
    state = constant_mass(V0, m, a, L)[1]
    part = state[(z > 1) & (z < 150)]
    assert np.all(np.diff(part) < 0)
table_L = [1.0, 2.0, 5.0, 10.0, 20.0, 30.0]
rise = [diffused_level(V0, m, a, L) - E0 for L in table_L]
assert rise[0] > 0 and np.all(np.diff(rise) > 0)
shift = rise[table_L.index(Lx)]


# Band-edge bowing: a term linear in Ld
def bowed_level(b, L):
    f = barrier_fraction(z, a, L)
    return solve(V0 * f - b * f * (1 - f), np.full(faces.size, m), h)[0]


bow = 0.02  # rough bowing energy between well and barrier, eV
Ls = 0.5
bow_num = bowed_level(bow, Ls) - bowed_level(0.0, Ls)
bow_formula = -2 * bow * rho * np.sqrt(2 / np.pi) * Ls
assert abs(bow_num / bow_formula - 1) < 0.03
bow_effect = bowed_level(bow, Lx) - bowed_level(0.0, Lx)

# Position- and energy-dependent mass from a two-band model
gap, valence_step = 1.42, 0.15  # rough values, eV


def varying_mass_level(L, energy_dependent):
    fc, ff = barrier_fraction(z, a, L), barrier_fraction(faces, a, L)
    E = E0
    for _ in range(10):
        local = E if energy_dependent else V0 * ff
        mass = m * (1 + (local + valence_step * ff) / gap)
        E = solve(V0 * fc, mass, h)[0]
    return E


edge0, edgeL = [varying_mass_level(L, False) for L in (0, Lx)]
band0, bandL = [varying_mass_level(L, True) for L in (0, Lx)]
barrier_mass = m * (1 + (V0 + valence_step) / gap)

# Atomic layers: random walk between layers with the same variance 2 Ld^2
half_layers = 14
d = a / half_layers
hl = d / 64
layer_count = int(BOX / d)
j = np.arange(layer_count)[:, None]
source = np.arange(-half_layers, half_layers)[None, :]


def layered_level(L):
    walk = ive(abs(j - source), 2 * L**2 / d**2)
    V = np.repeat(V0 * (1 - walk.sum(axis=1)), 64)
    return solve(V, np.full(V.size + 1, m), hl)[0]


layer_shift = layered_level(Lx) - layered_level(0.0)

# Temperature of use and anneal
kT = const.k * 300 / const.e
second = constant_mass(V0, m, a, 0, odd=True)[0]
assert E0 < second < V0
gap_drift = 4.5e-4  # rough fall of the gap per kelvin near 300 K, eV/K
anneal = 60.0
diffusivity = Lx**2 * 1e-16 / anneal

print(f"well width 2a = {2*a:.1f} A, depth V0 = {V0:.3f} eV")
print(f"mass = {m:.3f} electron masses")
print(f"hbar^2/(2 m_e) = {C:.5f} eV A^2")
print(f"sharp level E0 = {E0:.6f} eV")
print(f"k = {k:.6f} 1/A, kappa = {q:.6f} 1/A")
print(f"rho(a) = {rho:.6e} 1/A")
print(f"rho'(a): formula {slope:.5e}, grid {slope_num:.5e} 1/A^2")
print(f"c2 = {c2:.5e} eV/A^2 = {c2*1e5:.3f} meV/nm^2")
print(f"c3 = {c3:.5e} eV/A^3")
print(f"c3/c2 = {c3/c2:.5f} 1/A")
print(f"cubic is 10% of quadratic at Ld = {0.1*c2/c3:.2f} A")
print("coefficients, formula then computed (eV/A^2, eV/A^3):")
for (v, mm, aa), (f2, n2, f3, n3) in zip(wells, fits):
    print(f" V0={v:.2f} eV m={mm:.3f} 2a={2*aa:.0f} A")
    print(f"  c2 {f2:.5e} {n2:.5e}; c3 {f3:.4e} {n3:.4e}")
print("Ld (A), rise (eV): computed, quadratic, with cubic")
for L, r in zip(table_L, rise):
    print(f" {L:4.0f} {r:.6f} {c2*L**2:.6f} {c2*L**2-c3*L**3:.6f}")
print(f"dE/ds at Ld={Lx:.0f} A: difference {dE_diff:.5e} eV/A^2")
print(f"dE/ds at Ld={Lx:.0f} A: integral   {dE_int:.5e} eV/A^2")
print(f"example Ld = {Lx:.1f} A = {Lx/10:.2f} nm")
print(f"example rise = {shift:.6f} eV = {shift*1e3:.3f} meV")
print(f"anneal {anneal:.0f} s implies D = {diffusivity:.2e} cm^2/s")
print(f"rough gap {gap:.2f} eV, valence step {valence_step:.2f} eV")
print(f"band-edge barrier mass = {barrier_mass:.4f} electron masses")
print(f"band-edge masses: E0 {edge0:.6f}, rise {edgeL-edge0:.6f} eV")
print(f"two-band mass: E0 {band0:.6f}, rise {bandL-band0:.6f} eV")
print(f"bowing test Ld={Ls:.1f} A: {bow_num:.4e} eV computed")
print(f"bowing test Ld={Ls:.1f} A: {bow_formula:.4e} eV formula")
print(f"bowing b={bow:.3f} eV changes example by {bow_effect:.6f} eV")
print(f"layer spacing {d:.3f} A: example rise {layer_shift:.6f} eV")
print(f"kT at 300 K = {kT:.5f} eV")
print(f"second level of sharp well = {second:.6f} eV")
print(f"Boltzmann factor of second level = {np.exp(-(second-E0)/kT):.4f}")
print(f"rough gap drift = {gap_drift:.2e} eV/K")
print(f"warming that hides the rise = {shift/gap_drift:.1f} K")
print("success")
```

It prints:

```
well width 2a = 80.0 A, depth V0 = 0.230 eV
mass = 0.067 electron masses
hbar^2/(2 m_e) = 3.80998 eV A^2
sharp level E0 = 0.044300 eV
k = 0.027911 1/A, kappa = 0.057145 1/A
rho(a) = 3.349792e-03 1/A
rho'(a): formula -3.82851e-04, grid -3.82850e-04 1/A^2
c2 = 1.76111e-04 eV/A^2 = 17.611 meV/nm^2
c3 = 6.63032e-06 eV/A^3
c3/c2 = 0.03765 1/A
cubic is 10% of quadratic at Ld = 2.66 A
coefficients, formula then computed (eV/A^2, eV/A^3):
 V0=0.23 eV m=0.067 2a=80 A
  c2 1.76111e-04 1.76112e-04; c3 6.6303e-06 6.6341e-06
 V0=0.15 eV m=0.067 2a=60 A
  c2 1.63654e-04 1.63654e-04; c3 5.5939e-06 5.5958e-06
 V0=0.30 eV m=0.100 2a=50 A
  c2 5.71685e-04 5.71696e-04; c3 3.0789e-05 3.0832e-05
Ld (A), rise (eV): computed, quadratic, with cubic
    1 0.000170 0.000176 0.000169
    2 0.000658 0.000704 0.000651
    5 0.003803 0.004403 0.003574
   10 0.013920 0.017611 0.010981
   20 0.044741 0.070444 0.017402
   30 0.072830 0.158500 -0.020518
dE/ds at Ld=5 A: difference 1.43841e-04 eV/A^2
dE/ds at Ld=5 A: integral   1.43839e-04 eV/A^2
example Ld = 5.0 A = 0.50 nm
example rise = 0.003803 eV = 3.803 meV
anneal 60 s implies D = 4.17e-17 cm^2/s
rough gap 1.42 eV, valence step 0.15 eV
band-edge barrier mass = 0.0849 electron masses
band-edge masses: E0 0.041720, rise 0.003836 eV
two-band mass: E0 0.042367, rise 0.003749 eV
bowing test Ld=0.5 A: -5.3562e-05 eV computed
bowing test Ld=0.5 A: -5.3455e-05 eV formula
bowing b=0.020 eV changes example by -0.000586 eV
layer spacing 2.857 A: example rise 0.003801 eV
kT at 300 K = 0.02585 eV
second level of sharp well = 0.162943 eV
Boltzmann factor of second level = 0.0102
rough gap drift = 4.50e-04 eV/K
warming that hides the rise = 8.5 K
success
```
